**Optical spin orientation: band strengths and photon-energy dependence**

The program studies $P=(N_\uparrow-N_\downarrow)/(N_\uparrow+N_\downarrow)$ for electrons created by light of angular momentum $+1$ in a zinc-blende model. It asserts the strengths $1:1/3:2/3$ from diagonalization of $\mathbf L\cdot\boldsymbol\sigma$, where $\mathbf L$ is the valence orbital angular momentum and $\boldsymbol\sigma$ are the Pauli matrices. These give $P=-50\%$ for $J=3/2$ alone and zero for all six states weighted equally. Averages over wave-vector directions, computed from the six-state Hamiltonian, are asserted to agree with $P_b=-\langle\mathbf L\cdot\boldsymbol\sigma\rangle_b/2$ for each band $b$. The closed formula for $P$ at fixed photon energy is compared with direct sums over $k$ in a narrow energy window, at four energies. For a gap of 1.5 eV and a splitting of 0.3 eV, the output shows $P=-44.3\%$ at the split-off threshold and $-10.0\%$ at 2.10 eV. The polarization is continuous at the threshold and stays negative at every tabulated energy; at an excess energy of 1000 splittings, a limit of the model only, it is asserted to be below 0.5% in magnitude.

## Verification by program

```python
"""Optical spin orientation in a zinc-blende semiconductor.
Result under test: light of angular momentum +1 excites J=3/2 states in
the ratio 3:1 (spin down:up), so P=-1/2; the J=1/2 states add 2 (up), so the
equal-weight sum has P=0. For spherical bands P_band = -<L.sigma>/2.
P = (up-down)/(up+down); q = k^2/2 expressed as an energy in eV;
excess = photon energy minus gap; g1, g = spherical valence parameters.
Strengths are in units of the squared s-p momentum matrix element.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants, angstrom

GAP, DELTA, ME, G1, G = 1.5, 0.3, 0.07, 7.0, 2.5
HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom

# Orbital angular momentum in the Cartesian basis X,Y,Z and Pauli matrices
eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
L = -1j * eps
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[i], sigma[i]) for i in range(3))
JZ = np.kron(L[2], np.eye(2)) + np.kron(np.eye(3), sigma[2]) / 2
PLUS = np.array([1, 1j, 0]) / np.sqrt(2)


def excite(vectors, light=PLUS):
    """Strength and spin (up minus down) produced by each valence state."""
    v = vectors.reshape(vectors.shape[:-2] + (3, 2, 6))
    a = np.einsum("i,...isb->...sb", light, v)
    up, down = abs(a[..., 0, :])**2, abs(a[..., 1, :])**2
    return up + down, up - down


def hamiltonian(q, n):
    """Six valence states for wave vector along unit vector n."""
    kinetic = (G1 - 2 * G) * np.eye(3) + 6 * G * np.outer(n, n)
    so = DELTA / 3 * (LS - np.eye(6))
    return so - np.asarray(q)[..., None, None] * np.kron(kinetic, np.eye(2))


def direction(c, phi):
    s = np.sqrt(1 - c * c)
    return np.array([s * np.cos(phi), s * np.sin(phi), c])


def pairs(x):
    """Sum Kramers pairs; order is split-off, light, heavy."""
    return x.reshape(x.shape[:-1] + (3, 2)).sum(-1)


# Momentum elements by quadrature for functions with only tetrahedral symmetry
x, w = np.polynomial.hermite.hermgauss(8)
r = np.array(np.meshgrid(x, x, x, indexing="ij"))
weight = np.einsum("i,j,k->ijk", w, w, w)
s_poly = 1 + 0.4 * r[0] * r[1] * r[2]
dip = np.zeros((3, 3))
for j in range(3):
    others = [m for m in range(3) if m != j]
    p_poly = r[j] + 0.3 * r[others[0]] * r[others[1]]
    for i in range(3):
        grad = 1.0 if i == j else 0.3 * r[3 - i - j]
        dip[i, j] = np.sum(weight * s_poly * (grad - r[i] * p_poly))
assert abs(dip[0, 0]) > 0.1
assert np.allclose(dip, dip[0, 0] * np.eye(3), atol=1e-10)

# Fixed-axis strengths from diagonalization, with a tiny Jz term as label
_, vec = np.linalg.eigh(DELTA / 3 * LS + 1e-3 * JZ)
strength, spin = excite(vec)
m_val = np.real(np.einsum("ib,ij,jb->b", vec.conj(), JZ, vec))
ls_val = np.real(np.einsum("ib,ij,jb->b", vec.conj(), LS, vec))


def find(m, ls):
    return int(np.argmin(abs(m_val - m) + abs(ls_val - ls)))


ih, il, iso = find(-1.5, 1), find(-0.5, 1), find(-0.5, -2)
chosen = [ih, il, iso]
assert np.allclose(strength[chosen], [1, 1/3, 2/3], atol=1e-10)
assert np.allclose(spin[chosen], [-1, 1/3, 2/3], atol=1e-10)
assert np.isclose(strength.sum(), strength[chosen].sum())
top = ls_val > 0
p_top = spin[top].sum() / strength[top].sum()
p_six = spin.sum() / strength.sum()
assert abs(p_top + 0.5) < 1e-10 and abs(p_six) < 1e-10
str_m, spin_m = excite(vec, PLUS.conj())
p_reverse = spin_m[top].sum() / str_m[top].sum()
assert abs(p_reverse - 0.5) < 1e-10

# Dependence on the angle between k and the beam, close to the band edge
angle_rows = []
for c in (1.0, 0.6, 0.0):
    _, v = np.linalg.eigh(hamiltonian(1e-7, direction(c, 0.7)))
    f, s = map(pairs, excite(v))
    assert np.allclose(f[1:], [5/6 - c*c/2, (1 + c*c)/2], atol=1e-5)
    assert np.allclose(s[1:], [c*c - 2/3, -c*c], atol=1e-5)
    angle_rows.append((np.degrees(np.arccos(c)), f[2], s[2], f[1], s[1]))


def band(q, name):
    """Closed form: pair energy above gap, its q slope, and <L.sigma>."""
    if name == "heavy":
        slope = 1 / ME + G1 - 2 * G
        return slope * q, slope, 1.0
    a, b = -(G1 + 2 * G) * q, -DELTA - G1 * q
    root = np.hypot(a - b, 4 * np.sqrt(2) * G * q)
    sign = 1 if name == "light" else -1
    energy = (a + b + sign * root) / 2
    so_weight = (1 - sign * (a - b) / root) / 2
    slope = 1 / ME - (energy + DELTA * so_weight) / q
    return q / ME - energy, slope, 1 - 3 * so_weight


# Direction averages at finite k against -<L.sigma>/2
cs, wc = np.polynomial.legendre.leggauss(4)
edge_p = None
for q in (1e-7, 0.01, 0.03):
    f_avg, s_avg = np.zeros(3), np.zeros(3)
    for c, wt in zip(cs, wc):
        for phi in (0.2, 1.9, 4.0):
            _, v = np.linalg.eigh(hamiltonian(q, direction(c, phi)))
            f, s = excite(v)
            assert abs(f.sum() - 2) < 1e-10 and abs(s.sum()) < 1e-10
            f_avg += wt / 6 * pairs(f)
            s_avg += wt / 6 * pairs(s)
    ls = np.array([band(q, b)[2] for b in ("split", "light", "heavy")])
    assert np.allclose(f_avg, 2/3, atol=1e-8)
    assert np.allclose(s_avg / f_avg, -ls / 2, atol=1e-7)
    if edge_p is None:
        edge_p = s_avg / f_avg
assert np.allclose(edge_p, [1, -0.5, -0.5], atol=1e-5)


def channel(excess, name):
    """Wave-number variable q, relative joint density and <L.sigma>."""
    if name == "split" and excess <= DELTA:
        return 0.0, 0.0, -2.0
    q = brentq(lambda t: band(t, name)[0] - excess,
               1e-14, ME * excess, xtol=1e-15)
    _, slope, ls = band(q, name)
    return q, np.sqrt(q) / slope, ls


def polarization(excess, names=("heavy", "light", "split")):
    data = [channel(excess, b) for b in names]
    return -0.5 * sum(d * ls for _, d, ls in data) / sum(d for _, d, _ in data)


# Direct k sum with a narrow Gaussian energy window, no band formulas used
width, count = 0.005, 4000
kgrid = (np.arange(count) + 0.5) / count
qgrid = 0.05 * kgrid**2
tests = (0.10, 0.25, 0.45, 0.60)
total, signed = np.zeros(4), np.zeros(4)
for c, wt in zip(cs, wc):
    # one azimuth suffices: circular light and spherical bands are axial
    e, v = np.linalg.eigh(hamiltonian(qgrid, direction(c, 0.7)))
    f, s = excite(v)
    pair_energy = qgrid[:, None] / ME - e
    for t, ex in enumerate(tests):
        window = np.exp(-0.5 * ((pair_energy - ex) / width)**2)
        window *= wt * kgrid[:, None]**2
        total[t] += np.sum(window * f)
        signed[t] += np.sum(window * s)
direct = signed / total
closed = np.array([polarization(ex) for ex in tests])
# finite window width leaves an error of order (width/excess)^2
assert np.allclose(direct, closed, atol=2e-3), (direct, closed)

# Edge, continuity at the split-off threshold, and high-energy limit
assert abs(polarization(1e-5) + 0.5) < 1e-3
jump = polarization(DELTA + 1e-8) - polarization(DELTA - 1e-8)
assert abs(jump) < 1e-3
p_far = polarization(1000 * DELTA)
assert abs(p_far) < 5e-3
dh, dl = channel(1e-5, "heavy")[1], channel(1e-5, "light")[1]
mass_ratio = ((1/ME + G1 + 2*G) / (1/ME + G1 - 2*G))**1.5
assert abs(dh / dl / mass_ratio - 1) < 1e-3
naive = -(3 * dh - dl) / (3 * dh + dl)
assert abs(naive + 0.5) > 0.05

print(f"Model gap = {GAP:.2f} eV; spin-orbit splitting = {DELTA:.2f} eV")
print(f"Electron mass = {ME:.2f} m_e; g1 = {G1:.1f}; g = {G:.1f}")
print(f"Edge masses (m_e): heavy {1/(G1-2*G):.3f}, "
      f"light {1/(G1+2*G):.3f}, split-off {1/G1:.3f}")
print(f"Split-off threshold photon energy = {GAP+DELTA:.2f} eV")
print("Fixed-axis strengths and spins (units of squared momentum element):")
for name, i in zip(("J=3/2,m=-3/2", "J=3/2,m=-1/2", "J=1/2,m=-1/2"), chosen):
    print(f"  {name}: strength {strength[i]:.4f}, spin {spin[i]:+.4f}")
print(f"Strength ratio 3/2 states = {strength[ih]/strength[il]:.3f}")
print(f"P, J=3/2 only = {100*p_top:.2f} %")
print(f"P, opposite helicity = {100*p_reverse:.2f} %")
print(f"|P|, all six equally weighted = {100*abs(p_six):.2f} %")
print("Angle k-beam (deg): heavy strength, spin; light strength, spin")
for row in angle_rows:
    print("  {:.2f}: {:.4f}, {:+.4f}; {:.4f}, {:+.4f}".format(*row))
print("Direction-averaged edge P (%): "
      f"heavy {100*edge_p[2]:.2f}, light {100*edge_p[1]:.2f}, "
      f"split-off {100*edge_p[0]:.2f}")
print(f"Edge joint-density ratio heavy/light = {dh/dl:.3f}")
print(f"Wrong fixed-axis bulk estimate of P = {100*naive:.2f} %")
k_heavy = np.sqrt(2 * channel(0.1, "heavy")[0] / HARTREE) / BOHR
k_light = np.sqrt(2 * channel(0.1, "light")[0] / HARTREE) / BOHR
print(f"k at 0.10 eV excess: heavy {k_heavy:.4f}, light {k_light:.4f} 1/angstrom")
print("Photon energy (eV): P all bands (%), P without split-off channel (%)")
for ex in (0.01, 0.10, 0.20, 0.30, 0.32, 0.35, 0.40, 0.45, 0.60, 0.80):
    p_all, p_two = polarization(ex), polarization(ex, ("heavy", "light"))
    if ex > DELTA + 1e-9:
        assert p_all > p_two
    print(f"  {GAP+ex:.2f}: {100*p_all:+.2f}, {100*p_two:+.2f}")
print("At 0.60 eV excess: share of electrons (%), band P (%)")
data = {b: channel(0.6, b) for b in ("heavy", "light", "split")}
norm = sum(d[1] for d in data.values())
for name, (_, dens, ls) in data.items():
    print(f"  {name}: {100*dens/norm:.2f}, {-50*ls:+.2f}")
print("Direct k sum versus closed formula, P (%):")
for ex, p_num, p_formula in zip(tests, direct, closed):
    print(f"  {GAP+ex:.2f} eV: {100*p_num:+.2f}, {100*p_formula:+.2f}")
print(f"Model limit, excess = 1000 splittings: P = {100*p_far:+.3f} %")
print("all good")
```

Printed output:

```
Model gap = 1.50 eV; spin-orbit splitting = 0.30 eV
Electron mass = 0.07 m_e; g1 = 7.0; g = 2.5
Edge masses (m_e): heavy 0.500, light 0.083, split-off 0.143
Split-off threshold photon energy = 1.80 eV
Fixed-axis strengths and spins (units of squared momentum element):
  J=3/2,m=-3/2: strength 1.0000, spin -1.0000
  J=3/2,m=-1/2: strength 0.3333, spin +0.3333
  J=1/2,m=-1/2: strength 0.6667, spin +0.6667
Strength ratio 3/2 states = 3.000
P, J=3/2 only = -50.00 %
P, opposite helicity = 50.00 %
|P|, all six equally weighted = 0.00 %
Angle k-beam (deg): heavy strength, spin; light strength, spin
  0.00: 1.0000, -1.0000; 0.3333, +0.3333
  53.13: 0.6800, -0.3600; 0.6533, -0.3067
  90.00: 0.5000, -0.0000; 0.8333, -0.6667
Direction-averaged edge P (%): heavy -50.00, light -50.00, split-off 100.00
Edge joint-density ratio heavy/light = 2.051
Wrong fixed-axis bulk estimate of P = -72.03 %
k at 0.10 eV excess: heavy 0.0401, light 0.0320 1/angstrom
Photon energy (eV): P all bands (%), P without split-off channel (%)
  1.51: -50.00, -50.00
  1.60: -49.51, -49.51
  1.70: -47.71, -47.71
  1.80: -44.28, -44.28
  1.82: -30.33, -43.41
  1.85: -23.98, -42.03
  1.90: -18.43, -39.55
  1.95: -15.15, -36.97
  2.10: -10.03, -29.56
  2.30: -6.96, -22.07
At 0.60 eV excess: share of electrons (%), band P (%)
  heavy: 46.61, -50.00
  light: 36.31, -3.32
  split: 17.08, +84.78
Direct k sum versus closed formula, P (%):
  1.60 eV: -49.51, -49.51
  1.75 eV: -46.19, -46.19
  1.95 eV: -15.15, -15.15
  2.10 eV: -10.03, -10.03
Model limit, excess = 1000 splittings: P = -0.016 %
all good
```
